\section*{Plateau and dilute hydrogen enthalpies in a mean-field lattice gas, part 1}

(Sections cited here and not found follow in the second part.)

\section{The two-phase equilibrium of the lattice gas}

\subsection{The decision and the statement}

Suppose that the hydrogen pressure at which a metal turns into its hydride is to be predicted from computed energies. One may place a single hydrogen atom in a large cell of the metal, or one may fill every site and divide the energy gain by the number of atoms. The two calculations give different energies per atom, and a choice has to be made before either is put into a van 't Hoff line. The single atom gives the enthalpy of solution at infinite dilution. The plateau of the pressure--composition isotherm needs another enthalpy, which in the model treated here is lower by half the attraction parameter. Since the plateau pressure depends exponentially on this energy, the wrong choice can cost orders of magnitude.

Atomic units are used in the algebra, so that $\hbar=1$. Temperature enters through $\theta=k_BT$, which is an energy, and $\beta=1/\theta$. Numerical energies are in eV and pressures in Torr. Enthalpies are counted per hydrogen atom taken from the gas, and a negative value means that uptake releases heat.

The assumptions are these.

\begin{enumerate}
\item The host has $N$ equivalent sites, each holding no hydrogen atom or one. The filled fraction is $x=n/N$, where $n$ is the number of dissolved atoms.
\item The energy relative to the empty host and to $n/2$ hydrogen molecules in their ground state is
\begin{equation}
E(n)=e_s n-\frac{\varepsilon n^2}{2N},\qquad \varepsilon>0 .
\label{energy}
\end{equation}
Zero-point energies are included in $e_s$, and neither $e_s$ nor $\varepsilon$ depends on temperature.
\item Thermal vibration and nuclear spin add a free energy $g(T)$ per dissolved atom, the same at every filling.
\item The gas is ideal, and the work of pressure on the solid is neglected.
\item Dilute phase, hydride and gas are in full equilibrium, with no energy of interfaces or of coherency stress.
\end{enumerate}

The factor $1/2$ in \eqref{energy} comes from counting pairs once. If every pair of dissolved atoms has the energy $-\varepsilon/N$, wherever the two atoms sit, then $n(n-1)/2$ pairs have the energy $-\varepsilon n(n-1)/(2N)$. For large $N$ this is $-\varepsilon n^2/(2N)$, apart from $\varepsilon n/(2N)$, which is at most $\varepsilon/2$ for the whole crystal and vanishes per site. The interaction energy per site is therefore $-\varepsilon x^2/2$.

\paragraph{Theorem.} Under these assumptions a plateau exists when $T<T_c=\varepsilon/(4k_B)$, and at every such temperature
\begin{equation}
\Delta H_{\rm pl}(T)=\Delta H_\infty(T)-\frac{\varepsilon}{2}.
\label{theorem}
\end{equation}
Here $\Delta H_\infty$ is the enthalpy of dissolving one more atom in the limit $x\to0$. The plateau enthalpy $\Delta H_{\rm pl}$ is the enthalpy per absorbed atom when the dilute phase is converted into the hydride that coexists with it.

The definition of $\Delta H_{\rm pl}$ matters. Making the hydride from the empty metal is a different process, and its enthalpy differs from $\Delta H_{\rm pl}$ as long as the coexisting phases are neither empty nor full. The proof needs the chemical potential, the condition of stability, the coexisting phases and the link to the gas. The first three are treated in this half.

\subsection{The chemical potential}

\paragraph{Lemma 1.} For large $N$ the free energy per site and the chemical potential of dissolved hydrogen are
\begin{align}
f(x)&=(e_s+g)x-\frac{\varepsilon x^2}{2}
+\theta\left[x\ln x+(1-x)\ln(1-x)\right],\label{free}\\
\mu(x)&=e_s+g-\varepsilon x+\theta\ln\frac{x}{1-x}.\label{mu}
\end{align}

\paragraph{Proof.} All arrangements of $n$ atoms have the same energy, so the partition function is their number times one Boltzmann factor:
\begin{equation}
Z=\frac{N!}{n!\,(N-n)!}\;e^{-\beta[E(n)+ng]} .
\end{equation}
Stirling's formula, $\ln N!=N\ln N-N$ up to terms of order $\ln N$, gives for the number $W$ of arrangements
\begin{equation}
\ln W=N\ln N-n\ln n-(N-n)\ln(N-n),
\end{equation}
because the linear terms $-N+n+(N-n)$ cancel. Now put $n=xN$ and $N-n=(1-x)N$, and split the logarithms:
\begin{align}
\ln W&=N\ln N-xN(\ln x+\ln N)\nonumber\\
&\quad-(1-x)N\left[\ln(1-x)+\ln N\right]\nonumber\\
&=-N\left[x\ln x+(1-x)\ln(1-x)\right].
\end{align}
The terms in $\ln N$ cancel because $x+(1-x)=1$. The free energy is $F=-\theta\ln Z=E+ng-\theta\ln W$, and division by $N$ gives \eqref{free}.

The chemical potential is $\mu=\partial F/\partial n$ at fixed $N$. Since $F=Nf(n/N)$, this is $f'(x)$. The derivative of $x\ln x$ is $\ln x+1$, and that of $(1-x)\ln(1-x)$ is $-\ln(1-x)-1$. The constants cancel, and \eqref{mu} follows. $\square$

The interaction appears as $-\varepsilon x^2/2$ in the energy but as $-\varepsilon x$ in the chemical potential. One more atom at filling $x$ feels all the atoms already present, whereas the total energy counts each pair once. The first atom gains nothing from the attraction and the last gains $\varepsilon$. The value $\varepsilon/2$ will emerge as an average over the atoms between the two phases.

\subsection{When a plateau exists}

\paragraph{Lemma 2.} If $T\ge T_c=\varepsilon/(4k_B)$, the uniform solid is stable at every filling. If $T<T_c$, it is unstable between the spinodal fillings
\begin{equation}
x_\mp=\frac12\left(1\mp\sqrt{1-\frac{4\theta}{\varepsilon}}\right).
\label{spinodal}
\end{equation}

\paragraph{Proof.} The derivative of $\ln x-\ln(1-x)$ is $1/x+1/(1-x)=1/[x(1-x)]$, so that
\begin{equation}
\mu'(x)=f''(x)=-\varepsilon+\frac{\theta}{x(1-x)} .
\label{slope}
\end{equation}
The product $x(1-x)$ is largest at $x=1/2$, where it equals $1/4$. The smallest slope is therefore $4\theta-\varepsilon$.

For $4\theta\ge\varepsilon$ the slope is nowhere negative, and it vanishes at most at the single point $x=1/2$. Then $f$ is strictly convex. Splitting the solid into two parts of different filling would raise its free energy, so there is no plateau.

For $4\theta<\varepsilon$ the slope vanishes where $x(1-x)=\theta/\varepsilon$, that is, where $x^2-x+\theta/\varepsilon=0$. The roots of this quadratic are \eqref{spinodal}. Between them $x(1-x)>\theta/\varepsilon$ and $f''<0$, so a small separation into richer and poorer regions lowers the free energy. $\square$

The example uses $\varepsilon=0.20$ eV. With $\theta=0.02585$ eV at 300 K, the condition $\theta=\varepsilon/4=0.050$ eV gives
\begin{equation}
T_c=300\ \mathrm{K}\times\frac{0.050}{0.02585}\approx580\ \mathrm{K}.
\end{equation}

\subsection{The coexisting phases}

\paragraph{Lemma 3.} For $T<T_c$ the coexisting fillings $x_1<x_2$ and the chemical potential of the plateau satisfy
\begin{equation}
x_1+x_2=1,\qquad \mu_{\rm pl}=e_s+g-\frac{\varepsilon}{2}.
\label{plateau}
\end{equation}
The width $m=x_2-x_1$ is the positive solution of
\begin{equation}
m=\tanh\frac{\varepsilon m}{4\theta}=\tanh\frac{T_cm}{T}.
\label{width}
\end{equation}

\paragraph{Proof.} Let a fraction $\lambda$ of the sites belong to a phase of filling $x_2$ and the rest to a phase of filling $x_1$. At fixed total hydrogen content the quantity to be made stationary is
\begin{equation}
(1-\lambda)\left[f(x_1)-\mu x_1\right]+\lambda\left[f(x_2)-\mu x_2\right],
\end{equation}
where $\mu$ is the Lagrange multiplier for the hydrogen content. Variation of $x_1$, $x_2$ and $\lambda$ in turn gives
\begin{equation}
f'(x_1)=f'(x_2)=\mu,\qquad
f(x_1)-\mu x_1=f(x_2)-\mu x_2 .
\label{tangent}
\end{equation}
One straight line of slope $\mu$ thus touches $f$ at both fillings.

To find this line, subtract from $f$ a linear function with the slope $\mu_0=e_s+g-\varepsilon/2$:
\begin{align}
\phi(x)&=f(x)-\mu_0x\nonumber\\
&=\frac{\varepsilon}{2}x(1-x)+\theta\left[x\ln x+(1-x)\ln(1-x)\right].
\label{phi}
\end{align}
Replacing $x$ by $1-x$ leaves $\phi$ unchanged. Its derivative,
\begin{equation}
\phi'(x)=\varepsilon\left(\tfrac12-x\right)+\theta\ln\frac{x}{1-x},
\label{dphi}
\end{equation}
therefore changes sign under this replacement and vanishes at $x=1/2$.

Follow $\phi'$ from $x=0$ to $x=1/2$. It starts at $-\infty$ because of the logarithm. Since $\phi''=f''$, it rises up to $x_-$ and then falls to zero at $x=1/2$. On the falling part it is positive before it reaches zero, so it has one zero $x_1$ on the rising part and no other zero below $1/2$. There $\phi''>0$, and $\phi$ has a minimum. By symmetry an equally deep minimum lies at $x_2=1-x_1$. The point $x=1/2$ is a local maximum, since $\phi''(1/2)=4\theta-\varepsilon<0$.

The horizontal line through the two minima touches $\phi$ twice and lies nowhere above it. Adding $\mu_0x$ to both turns this line into a common tangent of $f$ with slope $\mu_0$. Any mixture of phases has a free energy that is an average of values of $f$, hence not below the tangent. Between $x_1$ and $x_2$ the mixture of these two phases lies on the tangent and is the equilibrium state. This proves \eqref{plateau}.

For the width, put $x_2=(1+m)/2$ in $\phi'(x_2)=0$. Then $\tfrac12-x_2=-m/2$ and $x_2/(1-x_2)=(1+m)/(1-m)$, so that
\begin{equation}
\theta\ln\frac{1+m}{1-m}=\frac{\varepsilon m}{2}.
\end{equation}
The logarithm equals $2\,\mathrm{artanh}\,m$. Division by $2\theta$ gives $\mathrm{artanh}\,m=\varepsilon m/(4\theta)$, which is \eqref{width}. $\square$

\paragraph{Limiting cases.} At low temperature $x_1$ is small, and $\phi'(x_1)=0$ becomes $\theta\ln x_1\approx-\varepsilon/2$. To leading order $x_1\approx e^{-\varepsilon/(2\theta)}$, so the dilute phase is nearly empty and the hydride nearly full. Near $T_c$ the width is small. With $\tau=T_c/T$ the expansion $\tanh y\approx y-y^3/3$ gives $1\approx\tau-\tau^3m^2/3$. To leading order $m^2\approx3(1-T/T_c)$, and the plateau closes at $x=1/2$. Its chemical potential stays at $-\varepsilon/2$ relative to $e_s+g$ all the way.

\subsection{What survives beyond mean field}

Mean field ignores that attracting atoms gather near one another. The value $-\varepsilon/2$ rests on a symmetry that can outlive this neglect. Let each site have $z$ neighbours, let each pair of occupied neighbours have the energy $-w$, and let $zw=\varepsilon$. A full lattice then has the interaction energy $-zw/2=-\varepsilon/2$ per site, as before. With $n_i=0$ or $1$ and $\nu=\mu-e_s-g$, the logarithm of the statistical weight of a configuration is $\beta A$, where
\begin{equation}
A=\nu\sum_in_i+w\sum_{\langle ij\rangle}n_in_j .
\end{equation}
Exchange filled and empty sites, $n_i\to1-n_i$. The lattice has $Nz/2$ neighbour pairs and each site belongs to $z$ of them, so
\begin{equation}
\sum_{\langle ij\rangle}(1-n_i)(1-n_j)=\frac{Nz}{2}-z\sum_in_i+\sum_{\langle ij\rangle}n_in_j .
\end{equation}
Apart from a constant, $A$ becomes
\begin{equation}
(-\nu-\varepsilon)\sum_in_i+w\sum_{\langle ij\rangle}n_in_j .
\end{equation}
This is the original form if $\nu=-\nu-\varepsilon$, that is, if $\nu=-\varepsilon/2$. At this value a dilute phase of filling $x_1$ has a partner of filling $1-x_1$ with the same grand potential, and the two can coexist. The argument includes all correlations between the atoms. It does not preserve the mean-field values of $T_c$ or $x_1$.

A periodic lattice of $4\times4$ sites, with $z=4$ and $w=0.05$ eV, is small enough for a sum over all its configurations. Half filling is found at $\nu=-0.100000$ eV at both 300 K and 600 K, which is $-\varepsilon/2$. So small a lattice has no sharp transition. The sum confirms the symmetry point, and it does not show that two phases exist.

\section{From chemical potential to measured enthalpy}

\subsection{Symbols and results carried over}

The filled fraction of sites is $x$, and the interaction energy per site is $-\varepsilon x^2/2$. The energy $e_s$ belongs to an isolated dissolved atom relative to half a molecule, both in their ground states, and $g(T)$ is the thermal free energy of that atom. Further, $\theta=k_BT=1/\beta$. The chemical potential is
\begin{equation}
\mu(x)=e_s+g-\varepsilon x+\theta\ln\frac{x}{1-x}.
\label{mu2}
\end{equation}
Below $T_c=\varepsilon/(4k_B)$ two phases coexist, with
\begin{equation}
x_1+x_2=1,\qquad\mu_{\rm pl}=e_s+g-\frac{\varepsilon}{2}.
\label{pl2}
\end{equation}
The uniform solid is unstable between the spinodal fillings $x_-$ and $x_+$, at which $\partial\mu/\partial x=0$ and for which $x_-+x_+=1$.

\subsection{Equilibrium with the gas}

\paragraph{Lemma 4.} Along any path on which gas and metal stay in equilibrium,
\begin{equation}
\frac12\frac{d\ln p}{d\beta}=\frac{d(\beta\mu)}{d\beta}-\frac12h_{\rm gas},
\label{vanthoff}
\end{equation}
where $h_{\rm gas}$ is the enthalpy per molecule. Since $d/d\beta=k_B\,d/d(1/T)$, the left side is $k_B/2$ times the slope of the van 't Hoff plot.

\paragraph{Proof.} For $N_g$ molecules of mass $M$ in a volume $V$, the partition function is $(Vz_r/\Lambda^3)^{N_g}/N_g!$. Here $\Lambda=\sqrt{2\pi\beta/M}$ is the thermal wavelength and $z_r$ the rotational sum, which includes nuclear spin. With Stirling's formula the free energy is $-N_g\theta[\ln(Vz_r/N_g\Lambda^3)+1]$. Its derivative with respect to $N_g$, with $V/N_g=\theta/p$, is
\begin{equation}
\mu_{\rm gas}=\theta\ln\frac{p\Lambda^3}{\theta z_r}.
\end{equation}
Multiply by $\beta$. Since $\Lambda^3\propto\beta^{3/2}$ and $1/\theta=\beta$,
\begin{equation}
\beta\mu_{\rm gas}=\ln p+\tfrac52\ln\beta-\ln z_r+\text{const}.
\end{equation}
The derivative with respect to $\beta$ is $d\ln p/d\beta+\tfrac52\theta+\langle E_r\rangle$, because $-d\ln z_r/d\beta$ is the mean rotational energy. The last two terms are the translational enthalpy, including $pV$, and the rotational energy. Together they are $h_{\rm gas}$.

One molecule supplies two dissolved atoms, so equilibrium requires $\mu=\mu_{\rm gas}/2$. Multiplying by $\beta$, differentiating along the path and rearranging gives \eqref{vanthoff}. $\square$

The coexisting phases, the chemical potential of the plateau and its link to the gas pressure have now been established. It remains to prove that the plateau enthalpy lies $\varepsilon/2$ below the enthalpy at infinite dilution, to work through an example and to see where this shift changes.
